# Silicon's 90-degree partial: bond saturation does not select the single-period core

**The argument under review**

The manuscript treats the 90-degree glide partial dislocation in silicon, whose line runs along a $\langle110\rangle$ direction with lattice repeat $b_0$. Its argument has three steps. The unreconstructed core has two rows of atoms with one unpaired electron each. Atoms of the two rows can bond in pairs, which breaks the symmetry under reflection in a plane normal to the line but keeps the repeat $b_0$. Since every atom then has four neighbours and the gap is free of dangling-bond levels, the author concludes that this single-period core (SP) is the reconstruction, and uses it alone for the electronic structure.

The first two steps are sound. The third assumes that there is one way to saturate the core. Two questions have to be separated: which cores are saturated, and which of them has the lowest energy? The first can be answered by counting. The second needs an energy model, and the answer has to be quoted with that model.

**Bonds across the glide plane**

Let $x$ run along the line and $y$ perpendicular to it in the glide plane. Lengths in this section are in units of $b_0$, and $h=\sqrt3/2$ is the spacing of atomic rows. The slip takes place between the lower atoms $D$ and upper atoms $U$ of one (111) double layer, at in-plane positions

$$D_{n,j}:\left(n+\tfrac j2,\;jh\right),\qquad U_{n,j}:\left(n+\tfrac j2+\tfrac12,\;jh+\tfrac h3\right).$$

Each $U$ atom has one bond upward, out of this double layer, and three to $D$ atoms. Two of the three go to $D_{n,j}$ and $D_{n+1,j}$, displaced by $(\mp\frac12,-\frac h3)$. The third goes to $D_{n,j+1}$, displaced by $(0,\frac{2h}3)$. All three have in-plane length $1/\sqrt3$, because $\frac14+\frac{h^2}9=\frac13$ and $\frac{2h}3=\frac1{\sqrt3}$.

The stacking fault is made by moving the upper crystal by $-2h/3$ along $y$. Atom $U_{n,j}$ then sits at height $jh-h/3$. It is still at in-plane distance $1/\sqrt3$ from its two partners in row $j$, but its third partner is now $D_{n+1,j-1}$, displaced by $(0,-\frac{2h}3)$. The slip therefore changes one bond per $U$ atom:

$$\text{perfect: }U_j\to D_{j+1},\qquad \text{faulted: }U_j\to D_{j-1}.$$

Let the crystal be perfect at low $j$ and faulted at high $j$. If rows $U_{j\le J-1}$ follow the first rule, they use $D_{j\le J}$. If rows $U_{j\ge J+2}$ follow the second, they use $D_{j\ge J+1}$. Every $D$ atom is served, and the rows $U_J$ and $U_{J+1}$ are left with one free bond per atom. Along $x$ their sites alternate at intervals of $\frac12$. Each atom of one row can pair with its neighbour to the right or to the left, and if none is to be left over, all must choose alike. These are the two senses of SP. A reversal of sense along the line leaves an unpaired site, which is a possible source of gap levels in a core that is otherwise saturated.

**What the argument leaves out**

The position $J$ was chosen once for the whole line. The core could equally lie one row further on, in the next valley. The two positions differ in the partner of row $D_{J+1}$:

- valley $J$: $D_{J+1}$ bonds to $U_{J+2}$, and $U_J$ is free;
- valley $J+1$: $D_{J+1}$ bonds to $U_J$, and $U_{J+2}$ is free.

The atoms of $U_J$, $D_{J+1}$ and $U_{J+2}$ have the same set of $x$ coordinates, so the choice can be made separately in each column $x$. Whichever choice is made, each column has one free outer atom, in $U_J$ or in $U_{J+2}$. The atoms of the middle row $U_{J+1}$ lie at $x\pm\frac12$ and can reach either outer row. The remaining task is the earlier one, to pair an alternating chain of sites, and it again has two solutions.

For a core that repeats after $p$ columns and is confined to these two valleys, the number of saturated pairings is therefore

$$M_p=2\times2^p,$$

with a factor 2 for the sense and $2^p$ for the choice of valley in each column. Sorted by the number $m$ of columns in the second valley, the count is $2\binom pm$. An exhaustive search over the short links gives $[2,2]$ for $p=1$ and $[2,4,2]$ for $p=2$, in agreement.

The four entries with $p=1$ are SP cores, two senses in each of two valleys. For $p=2$ the same four return, together with four in which the valley alternates from column to column. These four are the double-period core (DP), with repeat $2b_0$. They are turned into one another by a translation through $b_0$ and by reflection of $x$, so for an isolated line they have equal energy. DP can be read as SP with a kink at every site, alternately forward and back. Larger $p$ gives further saturated patterns. The count says nothing about their energy, and they are not examined here.

**Bond counting cannot rank the two**

Each column contains one bond between a free outer atom and a middle atom, both of type $U$. The number of such like-layer bonds is thus one per $b_0$ in SP and in DP.

A fair comparison must also keep the stacking-fault area fixed. A periodic cell needs a second partial of opposite Burgers vector, for which the roles of $U$ and $D$ are exchanged. In going from SP to DP each core moves by half a valley on average. If both move in the same direction, one loses a fault bond per $2b_0$ and the other gains one. In a cell of 128 atoms and line length $2b_0$, both structures have 256 bonds, 4 like-layer bonds and 6 fault bonds. An energy that depended on these numbers alone would make SP and DP degenerate. What separates them is the distortion of bonds and angles and the response of the electrons to it.

Define the difference per core and per unit length as

$$\Delta E=\frac{E_{\rm DP}-E_{\rm SP}}{2\times2b_0},\qquad 2b_0=0.768\ {\rm nm}.$$

The factor 2 in front counts the two cores. A negative value favours DP.

**First energy model: springs**

The Keating energy for a fixed network of bonds is

$$E_K=\frac{3\alpha}{8d^2}\sum_{\rm bonds}(r^2-d^2)^2+\frac{3\beta}{8d^2}\sum_{\rm angles}\left(\mathbf r_1\cdot\mathbf r_2+\frac{d^2}{3}\right)^2 ,$$

where $d=0.2352$ nm is the bond length of the perfect crystal, and $\mathbf r_1,\mathbf r_2$ are two bond vectors leaving the same atom. The inputs are $\alpha=48.5$ N/m and $\beta=13.8$ N/m.

The prefactors can be checked by uniform expansion, $r=d(1+e)$. To leading order $r^2-d^2=2d^2e$. The tetrahedral product is $-r^2/3$, so the angular bracket is $-2d^2e/3$. There are two bonds and six angles per atom, which gives

$$\frac{E_K}{\rm atom}=2\cdot\frac{3\alpha}{8d^2}\,4d^4e^2+6\cdot\frac{3\beta}{8d^2}\,\frac{4d^4e^2}{9}=(3\alpha+\beta)\,d^2e^2 .$$

The volume per atom is $a^3/8$ and $d^2=3a^2/16$, with $a$ the cubic lattice constant, so the energy density is $3(3\alpha+\beta)e^2/(2a)$. The relative volume change is $3e$, hence the density also equals $\frac12B(3e)^2=\frac92Be^2$. Equating the two,

$$B=\frac{3\alpha+\beta}{3a}=\frac{159.3\ {\rm N/m}}{3\times0.5431\ {\rm nm}}=97.8\ {\rm GPa},$$

which is also the value found from the numerical energy of the expanded crystal.

Atoms and cell vectors were relaxed together, so that the mean stress vanishes. For each structure the lowest energy over the relative sense and phase of the two cores was taken. Energies are in eV/nm per core.

| Atoms | $E_{\rm SP}$ | $E_{\rm DP}$ | $\Delta E$ |
|---|---|---|---|
| 128 | 5.412 | 5.690 | +0.278 |
| 288 | 6.447 | 6.593 | +0.146 |
| 512 | 7.128 | 7.228 | +0.101 |

The energies themselves grow with the cell because they contain the long-range elastic field of the two partials, which fills more volume as they move apart. They are not core energies. Most of this growth cancels in $\Delta E$, but the last column still depends on the cell.

The three cells have nearly the same shape, so the number of atoms $N$ grows as the square of the linear size. Try $\Delta E=A+C/N$. The first two rows give

$$C=\frac{0.278-0.146}{1/128-1/288}\simeq30\ {\rm eV/nm},\qquad A\simeq0.146-\frac{30.4}{288}\simeq0.04\ {\rm eV/nm}.$$

The form then predicts $0.040+30.4/512\simeq0.10$ eV/nm for the third cell, where the calculation gives 0.101. Extrapolated along cells of this shape, the spring model thus still favours SP for distant cores, but only by a few hundredths of an eV/nm. The constant $C$ belongs to this shape: a 1024-atom cell with the core spacing of the 512-atom cell and twice its height gives about $+0.03$ eV/nm, where the form would predict $0.07$. A two-parameter form fitted to such small cells does not fix the second decimal of this limit, so the value 0.04 used below is a rough one. The form $1/N$ is used here only as a description of the three values. Its physical origin was not isolated.

Both structures are local minima of the spring energy in the 128-atom cell with fixed cell vectors. Apart from the three uniform translations, the smallest eigenvalues of the second-derivative matrix are 0.42 eV/Å$^2$ for each. The longest bonds are 0.2411 nm in SP and 0.2430 nm in DP, stretched by 2.5% and 3.3% relative to $d$. The closest non-bonded atoms are 0.344 nm apart in both. DP is therefore a genuine fourfold-coordinated structure, and not an SP core with broken bonds.

**Second energy model: electrons**

Springs do not know about hybridisation. The second model has one $s$ and three $p$ orbitals per atom, with hopping between bonded neighbours that scales as $(d/r)^2$, and a pair term:

$$E_{\rm TB}=2\sum_{\rm occ}\varepsilon_n+\sum_{\rm bonds}\left[U_1\eta+U_2\eta^2\right],\qquad \eta=\frac rd-1 .$$

The factor 2 is for spin. The pair term is fixed by the perfect crystal. Let $w(s)$ be the band energy per bond when all bonds are scaled to $r=sd$. Equilibrium at $s=1$ requires $w'(1)+U_1=0$, so $U_1=-w'(1)$. For the curvature, the spring energy per bond is half the energy per atom found above, $\frac12(3\alpha+\beta)d^2e^2$, and its second derivative is $(3\alpha+\beta)d^2$. Demanding the same stiffness against uniform expansion gives

$$w''(1)+2U_2=(3\alpha+\beta)d^2\quad\Rightarrow\quad U_2=\tfrac12\left[(3\alpha+\beta)d^2-w''(1)\right].$$

The results are $U_1=-16.3$ eV and $U_2=55.1$ eV. No property of a dislocation enters the fit.

For each structure the relative sense and phase of the two cores that is lowest in the spring model was kept, and the atoms of the 128-atom cells were relaxed again with the forces of this model. The cell vectors of each structure were held at their spring-model values. The energies per core are

$$E_{\rm SP}=3.475,\quad E_{\rm DP}=3.153,\quad \Delta E=-0.32\ {\rm eV/nm}=-32\ {\rm meV/Å}.$$

The sign is now reversed, and DP is favoured. The longest bond is still the DP one, 0.2413 nm against 0.2400 nm for SP, so the length of the worst bond does not decide the order in this model. Which part of the electronic energy produces the reversal was not isolated.

The energy difference is about 9% of the SP energy in the same cell. In the spring model at 128 atoms it is 5%, with the other sign. In both models the two cores are competitors, and neither result can be replaced by the statement that SP has all its bonds.

**How firm is the electronic result?**

The following effects were left out of the value $-0.32$ eV/nm.

*Sampling.* One wavevector was used. Two wavevectors along the line, at the same atomic positions, give $-0.327$ eV/nm instead of $-0.321$, and a $4\times2\times2$ mesh that also samples across the line gives $-0.324$. The separate energies are less well converged than their difference: on that mesh $E_{\rm SP}$ and $E_{\rm DP}$ both fall by about 0.09 eV/nm, to 3.39 and 3.07.

*Vibrations.* The harmonic free energy from the spring model, with the periodicity of the 128-atom cell, changes the difference by $-0.002$ eV/nm at 300 K and $-0.007$ eV/nm at 1000 K. Sampling more phonon wavevectors along the line moves the 1000 K value to $-0.006$.

*Charge.* Atoms in the distorted cores are not neutral in this model. The largest charges are $0.057\,e$ in SP and $0.089\,e$ in DP, and their repulsion is absent from $E_{\rm TB}$. Its effect can be bounded. Add an on-site cost $W=\frac U2\sum_iq_i^2\ge0$, with $q_i$ in units of $e$, and minimise again over electrons and atoms near the same structure. The new minimum cannot lie below the old one, since a non-negative term was added. It cannot lie above the old minimum plus $W$ evaluated there, since the old state is still an allowed trial state. With a rough $U=7$ eV, $W$ is 0.111 eV/nm for SP and 0.242 eV/nm for DP. The difference must then lie in

$$-0.321-0.111\;\le\;\Delta E\;\le\;-0.321+0.242,$$

that is, between $-0.43$ and $-0.08$ eV/nm. The on-site term of this size can shrink the preference for DP considerably but cannot reverse it. Coulomb terms between different atoms are outside this bound.

*Cell size.* In the spring model the step from 128 atoms to the extrapolated limit lowers $\Delta E$ by about $0.278-0.04\simeq0.24$ eV/nm. If the same size correction applied to the electronic model, its preference for DP would grow to roughly $-0.56$ eV/nm. That transfer is a conjecture, because the larger cells were not computed with electrons.

*Boundary stress.* If the cell keeps the vectors of the perfect crystal, the spring value at 128 atoms is $+0.255$ instead of $+0.278$ eV/nm. The shift is small here, but it shows that $\Delta E$ should be quoted with its boundary condition.

The choice between the two energy models moves the result by 0.60 eV/nm in the same cell, more than any single entry in this list. The two models differ in their shear stiffness as well as in their treatment of the electrons. The sign therefore has to come from a better electronic calculation, one that also reproduces the shear stiffness of silicon. The present numbers do not replace it.

**The gap does not identify the core either**

The manuscript also takes a clean gap as evidence for SP. In the electronic model the separation between the highest occupied and lowest empty level, at the sampled wavevector, is 1.65 eV for SP and 1.75 eV for DP. The perfect crystal gives 1.59 eV at the same fractional wavevector. These are not band gaps, because a single wavevector need not contain the band edges, and the dislocated cells are deformed relative to the perfect one. The slightly larger values in the dislocated cells should not be read as a widening of the gap. What the numbers do show is that neither core has a level deep in the gap at this wavevector.

To see whether the like-layer bonds are responsible, their hopping was set to zero with the atoms held in place. The separation fell to 0.39 eV in SP and 0.03 eV in DP. These bonds therefore keep the gap open in both cores. A measurement that found no deep levels would be compatible with either structure.

**What this means for real silicon**

The model bulk modulus of 98 GPa is close to that of silicon, and its bond length follows from the input lattice constant. The shear stiffness of the electronic model was not fitted. It is too low by roughly a quarter, which reduces the elastic part of the energies in that model. The spacing of the partials is far from typical. In the 128-atom cell the cores are $(4-\frac13)hb_0\simeq1.2$ nm apart along the shorter path, and in the 512-atom cell about 2.5 nm, whereas dissociated dislocations in silicon have partials several nanometres apart, as a rough figure. A real crystal plainly breaks this assumption. Between these two cells the spring value moves by 0.18 eV/nm, but the height of the cell doubles together with the spacing of the partials, so the table does not give the effect of the spacing alone. Real lines also carry kinks, reversals of sense and impurities, and the partner of a 90-degree partial in a dissociated 60-degree dislocation is a 30-degree partial, not a second 90-degree one of opposite Burgers vector. None of these is included.

Temperature matters through the energy of a finite segment. For one double period the electronic model gives $0.321\times0.768\simeq0.25$ eV, which is about ten times $kT$ at 300 K and three times $kT$ at 1000 K. With the extrapolated spring value the same segment costs about 0.03 eV, comparable with $kT$ at room temperature. How much of each structure a line contains in equilibrium thus depends on the same unsettled number, and also on the energy of the boundaries between segments, which was not calculated.

**Requested changes**

The statement that saturation of the core bonds establishes the single-period structure should be withdrawn. It can be replaced by this: saturation admits SP and DP with equal numbers of bonds and equal fault area, and their order depends on a small energy difference. Any property derived from the core, such as kink energies, shallow levels or the binding of impurities, should be computed for both structures, or the choice of one should be supported by an energy calculation whose model, cell size and boundary condition are stated. The main computed values are collected in the numerical output below.

## Numbers as computed

```
Lattice constant (input): 0.5431 nm
Bond length d: 0.2352 nm; repeat b0: 0.3840 nm
Keating alpha, beta (input): 48.5, 13.8 N/m
Bulk modulus, numeric: 97.77 GPa
Bulk modulus, formula: 97.77 GPa
Pairings by number of valley hops (0,1,..):
  period b0: [2, 2]; period 2b0: [2, 4, 2]
Atoms 128, bonds SP/DP: 256/256
Like-layer bonds SP/DP: 4/4
Fault bonds SP/DP: 6/6
Keating, zero mean stress, eV/nm per core:
  128 atoms: E_SP 5.412, E_DP 5.690, dE +0.278
    spread over core states: SP 0.028, DP 0.048
  288 atoms: E_SP 6.447, E_DP 6.593, dE +0.146
    spread over core states: SP 0.008, DP 0.004
  512 atoms: E_SP 7.128, E_DP 7.228, dE +0.101
    spread over core states: SP 0.004, DP 0.001
Keating dE, undeformed 128-atom cell: +0.255 eV/nm
SP softest Keating mode: 0.4235 eV/A^2
SP Keating longest bond 0.2411 nm, closest non-bond 0.3438 nm
DP softest Keating mode: 0.4185 eV/A^2
DP Keating longest bond 0.2430 nm, closest non-bond 0.3439 nm
Vibrational dF at 300 K: -0.0023 eV/nm
Vibrational dF at 1000 K: -0.0072 eV/nm
sp3 levels Es, Ep (input): -5.25, 1.2 eV
Hoppings ss,sp,pp,pi: -1.938, 1.745, 3.05, -1.075 eV
Pair term U1, U2: -16.275, 55.127 eV
Tight binding E_SP 3.475, E_DP 3.153 eV/nm
Tight binding dE: -0.321 eV/nm = -32.1 meV/A
Tight binding dE, finer line sampling: -0.327 eV/nm
Model gap of bulk at sampled k: 1.585 eV
SP gap 1.647 eV; core bonds cut 0.388 eV
SP TB longest bond 0.2400 nm, closest non-bond 0.3492 nm
SP largest charge 0.057 e; on-site bound 0.111 eV/nm
SP unrelaxed remainder 0.00002 eV/nm
DP gap 1.747 eV; core bonds cut 0.031 eV
DP TB longest bond 0.2413 nm, closest non-bond 0.3422 nm
DP largest charge 0.089 e; on-site bound 0.242 eV/nm
DP unrelaxed remainder 0.00002 eV/nm
On-site repulsion U (rough input): 7.0 eV
Line length with |dE|*L = kT at 300 K: 0.080 nm
Line length with |dE|*L = kT at 1000 K: 0.268 nm
```
